\section*{The relativistic rise in Bethe's inelastic cross section from transverse photon exchange}

\section{A charge passing a small dipole}

Let a point charge of unit size move at constant speed $v$ past an atom at impact parameter $b$, much larger than the atom. The atom has an allowed transition of energy $\omega$. Hartree atomic units are used ($\hbar=m=e=1$), with $c\simeq137$, $\beta=v/c$ and $\gamma=(1-\beta^2)^{-1/2}$. The field at the atom has a component across the path and one along it, of size
\begin{equation}
E_x=\frac{\gamma b}{(b^2+\gamma^2v^2t^2)^{3/2}},\qquad
E_z=\frac{\gamma vt}{(b^2+\gamma^2v^2t^2)^{3/2}} .
\end{equation}
The pulse lasts a time of order $b/(\gamma v)$. It can excite the transition if this is shorter than $1/\omega$, so the reach of the charge is $b\sim\gamma v/\omega$ and grows with $\gamma$.

To make this quantitative, put $\tau=\gamma vt/b$ and $\xi=\omega b/(\gamma v)$. The Fourier components $\tilde E=\int E\,e^{i\omega t}dt$ are
\begin{align}
\tilde E_x&=\frac1{bv}\int_{-\infty}^{\infty}\frac{\cos\xi\tau\,d\tau}{(1+\tau^2)^{3/2}}=\frac{2\xi}{bv}K_1(\xi),\\
\tilde E_z&=\frac{i}{\gamma bv}\int_{-\infty}^{\infty}\frac{\tau\sin\xi\tau\,d\tau}{(1+\tau^2)^{3/2}}=\frac{2i\xi}{\gamma bv}K_0(\xi),
\end{align}
with $K_0,K_1$ the modified Bessel functions. Let $\mathbf d=\langle n|\sum_j\mathbf r_j|0\rangle$. For an unpolarised atom, the sum over degenerate final states (and average over initial ones) gives $\overline{d_i^*d_j}=D^2\delta_{ij}$, and the oscillator strength is $f=2\omega D^2$. First-order perturbation theory then gives the excitation probability $P=D^2(|\tilde E_x|^2+|\tilde E_z|^2)$. Since $b\,db/b^2=d\xi/\xi$, collisions with $b>b_0$ contribute
\begin{equation}
2\pi\int_{b_0}^\infty P\,b\,db=\frac{2\pi f}{v^2\omega}\;2\int_{\xi_0}^\infty\xi\Big[K_1^2+\frac{K_0^2}{\gamma^2}\Big]d\xi ,\qquad \xi_0=\frac{\omega b_0}{\gamma v}.
\end{equation}
Write $1/\gamma^2=1-\beta^2$. From $K_0'=-K_1$ and $K_1'=-K_0-K_1/\xi$ one finds
\begin{equation}
\frac{d}{d\xi}(\xi K_0K_1)=-\xi(K_0^2+K_1^2),\qquad
\frac{d}{d\xi}\frac{\xi^2(K_1^2-K_0^2)}2=-\xi K_0^2 .
\end{equation}
Twice the integral is therefore $2\xi_0K_0K_1-\beta^2\xi_0^2(K_1^2-K_0^2)$, taken at $\xi_0$. For $\xi_0\ll1$, $K_0\to\ln(2/\xi_0)-C$ with Euler's constant $C$, and $\xi_0K_1\to1$, so it becomes
\begin{equation}
\ln\frac{4e^{-2C}v^2}{\omega^2b_0^2}+\ln\gamma^2-\beta^2 .
\end{equation}
As long as $\omega b_0/v\ll1$, the relativistic addition $\ln\gamma^2-\beta^2$ does not depend on $b_0$. This picture leaves out close collisions and does not say which part of the interaction is responsible. Both gaps are closed by computing the exchange of one photon.

\section{Statement and assumptions}

For a fast electron exciting an isolated, unpolarised light atom through a dipole-allowed discrete transition, to leading order,
\begin{equation}
\boxed{\;\sigma=\frac{2\pi f}{v^2\omega}\Big[\ln\frac{q_0^2v^2}{\omega^2}+\ln\gamma^2-\beta^2\Big]\;}
\label{main}
\end{equation}
Here $q_0$ is a constant of the transition, defined below. In Coulomb gauge the first logarithm comes from the instantaneous Coulomb interaction and the rest from transverse photons.

The assumptions are: one exchanged photon (first Born approximation), a nonrelativistic target with a fixed nucleus, $\omega/v$ small compared with atomic momenta, and no exchange between projectile and atomic electrons.

\section{The amplitude}

The projectile passes from momentum $\mathbf p_i$ to $\mathbf p_f$ and gives the atom $\mathbf q=\mathbf p_i-\mathbf p_f$ and energy $\omega$. The Coulomb repulsion $\sum_j1/|\mathbf r-\mathbf r_j|$ has the Fourier transform $4\pi/q^2$, so it contributes $4\pi F/q^2$ times the projectile's charge element, with
\begin{equation}
F=\langle n|\textstyle\sum_je^{i\mathbf q\cdot\mathbf r_j}|0\rangle .
\end{equation}
The attraction to the nucleus drops out because $\langle n|0\rangle=0$.

Both the projectile and the atomic electrons couple to the transverse vector potential as $\mathbf j\cdot\mathbf A/c$. A mode of wave vector $\mathbf q$ in volume $V$ has photon energy $cq$ and amplitude $\sqrt{2\pi c^2/(cqV)}$. There are two time orderings:
\begin{itemize}
\item The projectile emits first. The intermediate state has the projectile energy lowered by $\omega$ and a photon present, so the energy denominator is $\omega-cq$.
\item The atom emits first. The atom is already excited and a photon is present, so the denominator is $-(\omega+cq)$.
\end{itemize}
Their sum is
\begin{equation}
\frac1{\omega-cq}-\frac1{\omega+cq}=\frac{2cq}{\omega^2-c^2q^2}.
\end{equation}
Multiplying by the couplings, $\frac1{c^2}\cdot\frac{2\pi c^2}{cq}$, and summing over the two polarisations, which projects the projectile current $\mathbf j$ across $\mathbf q$, gives
\begin{equation}
-\frac{4\pi\,\mathbf j_T\cdot\mathbf J}{c^2(q^2-\omega^2/c^2)},\qquad
\mathbf J=\langle n|\textstyle\sum_j\mathbf p_je^{i\mathbf q\cdot\mathbf r_j}|0\rangle .
\end{equation}
The ordering of $\mathbf p_j$ and the exponential does not matter here, since only components across $\mathbf q$ enter.

For $q\ll p_i$ the projectile elements are simple. The charge element tends to $1$. For the current $c\boldsymbol\alpha$, let $\Lambda$ project on positive-energy spinors of momentum $\mathbf p$ and energy $E$. The free Dirac Hamiltonian $h$ obeys $h\boldsymbol\alpha+\boldsymbol\alpha h=2c\mathbf p$. Between two factors $\Lambda$ each $h$ becomes $E$, so
\begin{equation}
\Lambda\,c\boldsymbol\alpha\,\Lambda=\frac{c^2\mathbf p}{E}\Lambda=\mathbf v\,\Lambda .
\end{equation}
The current element is thus $\mathbf v$, without spin flip. The full amplitude is $4\pi\mathcal A$ with
\begin{equation}
\mathcal A=\frac F{q^2}-\frac{\mathbf v_T\cdot\mathbf J}{c^2(q^2-\omega^2/c^2)},\qquad
\mathbf v_T=\mathbf v-\frac{\mathbf q(\mathbf q\cdot\mathbf v)}{q^2}.
\end{equation}

\section{Kinematics and cross section}

For small transfer the projectile loses energy $\mathbf v\cdot\mathbf q=vq_z$. The golden rule, divided by the flux $v$ for unit density, reads
\begin{equation}
\sigma=\frac{2\pi}v\int\frac{d^2k\,dq_z}{(2\pi)^3}\,|4\pi\mathcal A|^2\,\delta(vq_z-\omega)
=\frac4{v^2}\int d^2k\,|\mathcal A|^2 ,
\end{equation}
where $\mathbf k$ is the part of $\mathbf q$ across the beam. The delta function supplies $1/v$ and fixes $q_z=\omega/v$. Hence
\begin{equation}
q^2=k^2+\frac{\omega^2}{v^2},\qquad
q^2-\frac{\omega^2}{c^2}=k^2+\frac{\omega^2}{v^2}(1-\beta^2)=k^2+\frac{\omega^2}{\gamma^2v^2}.
\label{den}
\end{equation}
The Coulomb denominator stops falling at $k\sim\omega/v$. The transverse one continues down to $k\sim\omega/(\gamma v)$.

\section{Dipole limit and orientation sum}

When $q$ is small on the atomic scale, $F=i\mathbf q\cdot\mathbf d$. From $\mathbf p=i[H,\mathbf r]$, applied to the sum over electrons, $\mathbf J=i\omega\mathbf d$. The amplitude becomes $\mathcal A=i\,\mathbf a\cdot\mathbf d$ with
\begin{equation}
\mathbf a=\frac{\mathbf q}{q^2}-\frac{\omega\,\mathbf v_T}{c^2(q^2-\omega^2/c^2)} .
\label{avec}
\end{equation}
The orientation sum replaces $|\mathcal A|^2$ by $D^2a^2$. Because $\mathbf q\cdot\mathbf v_T=0$, the two terms do not interfere. This relies on the average over initial and the sum over final orientations; for $\mathbf d$ along the beam alone, for example, a cross term survives even after integration over $\mathbf k$. With $\mathbf q\cdot\mathbf v=\omega$,
\begin{equation}
v_T^2=v^2-\frac{\omega^2}{q^2}=\frac{v^2}{q^2}\Big(q^2-\frac{\omega^2}{v^2}\Big)=\frac{v^2k^2}{q^2}.
\end{equation}
Using $d^2k\to\pi\,dk^2$ and $4\pi D^2=2\pi f/\omega$,
\begin{equation}
\sigma=\frac{2\pi f}{v^2\omega}\int dk^2\Big[\frac1{q^2}+\frac{\omega^2v^2k^2}{c^4q^2(q^2-\omega^2/c^2)^2}\Big].
\label{two}
\end{equation}

\section{The Coulomb part}

The first term diverges logarithmically at large $k$, so there the true form factor is needed. Let $g(q)=\overline{|F|^2}/(D^2q^2)$, where the bar denotes the same sum and average as before, so that $g(0)=1$. At fixed $v$, $dk^2=dq^2$, and
\begin{equation}
\int_{\omega^2/v^2}^\infty\frac{dq^2}{q^2}\,g(q)=\ln\frac{q_0^2v^2}{\omega^2},\qquad
\ln q_0^2\equiv\lim_{\epsilon\to0}\Big[\int_{\epsilon^2}^\infty\frac{dq^2}{q^2}g(q)+\ln\epsilon^2\Big],
\end{equation}
up to terms that vanish with $\omega/v$. This part depends on speed alone, so it saturates as $v\to c$.

\section{The transverse part}

Set $t=k^2v^2/\omega^2$ and $s=1-\beta^2=1/\gamma^2$. In the second term of (\ref{two}), $q^2=(\omega^2/v^2)(t+1)$ and $q^2-\omega^2/c^2=(\omega^2/v^2)(t+s)$. The powers of $\omega$ cancel and $v^4/c^4$ remains:
\begin{equation}
T=\beta^4\int_0^\infty\frac{t\,dt}{(t+1)(t+s)^2}.
\end{equation}
For the partial fractions, the coefficient of $1/(t+1)$ is $-1/(s-1)^2=-1/\beta^4$. That of $1/(t+s)^2$ is $-s/(1-s)=-s/\beta^2$. The integrand falls as $1/t^2$, so the coefficient of $1/(t+s)$ must be $+1/\beta^4$. Therefore
\begin{align}
T&=\int_0^\infty\Big[\frac1{t+s}-\frac1{t+1}-\frac{s\beta^2}{(t+s)^2}\Big]dt
=\Big[\ln\frac{t+s}{t+1}+\frac{s\beta^2}{t+s}\Big]_0^\infty\nonumber\\
&=-\ln s-\beta^2=\ln\gamma^2-\beta^2 .
\end{align}
This proves (\ref{main}) once the dipole limit is justified in $T$. The integrand is below $\beta^4/t^2$, so the dipole expression receives less than $\beta^4\omega^2/(v^2K^2)$ from $k>K$. For $k<K$, with $K$ of atomic size, the current departs from its dipole value by a relative amount of order $q^2/K^2=(\omega/vK)^2(t+1)$, which changes $T$ by a term of order $\beta^4(\omega/vK)^2\ln(K^2\gamma^2v^2/\omega^2)$. This second term is the larger one; for the hydrogen example below it lowers $T$ by $4\times10^{-5}$ at $0.1$ MeV and $3\times10^{-4}$ at $100$ MeV. Both vanish with $\omega/v$: unlike the Coulomb part, $T$ needs no form factor at leading order.

The logarithm can be located. For $s\ll t\ll1$ the integrand is close to $\beta^4/t$, which builds up $\ln\gamma^2$ between $k\sim\omega/(\gamma v)$ and $k\sim\omega/v$. The part from $k<\omega/v$, that is $t<1$, is $\ln[(1+s)/(2s)]-\beta^2/(1+s)$. For large $\gamma$ it falls short of $T$ by $\ln2$.

\section{The same result in Lorenz gauge}

In (\ref{avec}) put $\Delta=q^2-\omega^2/c^2$ and insert $\mathbf v_T=\mathbf v-\mathbf q\,\omega/q^2$. The coefficient of $\mathbf q$ is
\begin{equation}
\frac1{q^2}+\frac{\omega^2}{c^2q^2\Delta}=\frac{\Delta+\omega^2/c^2}{q^2\Delta}=\frac1\Delta,
\qquad\text{so}\qquad
\mathbf a=\frac{\mathbf q-\omega\mathbf v/c^2}{\Delta}.
\end{equation}
This is the Lorenz-gauge form, in which charge and current share one retarded denominator. Let $\kappa=\omega/(\gamma v)$, so $\Delta=k^2+\kappa^2$. The numerator has the component $(\omega/v)(1-\beta^2)=\kappa/\gamma$ along the beam, and its square is $k^2+\kappa^2/\gamma^2=\Delta-\beta^2\kappa^2$. Up to a cutoff $K\gg\kappa$,
\begin{equation}
\int_0^{K^2}dk^2\Big[\frac1\Delta-\frac{\beta^2\kappa^2}{\Delta^2}\Big]\simeq\ln\frac{K^2\gamma^2v^2}{\omega^2}-\beta^2 .
\end{equation}
The sum is the same, but the division into parts is not. The statement that transverse photons produce the rise belongs to Coulomb gauge; the smaller cutoff $\omega/(\gamma v)$ in the total is its gauge-independent content. It is the inverse of the reach $\gamma v/\omega$ found for the passing charge.

\section{Slow and fast limits}

For small $\beta$, $-\ln(1-\beta^2)-\beta^2=\beta^4/2+\beta^6/3+\dots$, so the leading $\beta^2$ of the logarithm is cancelled. For $\gamma\gg1$ the addition is $\ln\gamma^2-1$.

The prefactor falls as $1/\beta^2$ but levels off as $\beta\to1$, while the bracket grows without bound, so a cross section that falls at moderate speed must pass through a minimum. With $x=\beta^2$ and $\Lambda=\ln(q_0^2c^2/\omega^2)$, $\sigma$ is proportional to $N/x$, where $N=\Lambda+\ln x-\ln(1-x)-x$. The condition $xN'=N$ reads
\begin{equation}
\frac1{1-x}-x=N\quad\Longrightarrow\quad \gamma^2=\Lambda+\ln(\beta^2\gamma^2).
\label{min}
\end{equation}
Since $\beta^2\gamma^2=\gamma^2-1$ and $\gamma^2-\ln(\gamma^2-1)$ has its least value $2$ at $\gamma^2=2$, a minimum exists only for $\Lambda>2$. For large $\Lambda$ there is a root at $\gamma^2$ somewhat above $\Lambda$, the minimum. A second root at very small $\beta$ has $v\sim\omega/q_0$, where the assumption of a fast projectile fails.

\section{Worked example: hydrogen 1s to 2p}

Here $\omega=3/8$. The orbitals are $e^{-r}/\sqrt\pi$ and $z\,e^{-r/2}/\sqrt{32\pi}$. With $\mu=3/2$, the transform of $e^{-\mu r}$ is $8\pi\mu/(\mu^2+q^2)^2$; a factor $z$ is supplied by $-i\,\partial/\partial q$, so
\begin{equation}
F=\frac{i\sqrt{32}\,\mu q}{(\mu^2+q^2)^3}=\frac{iDq}{(1+4q^2/9)^3},\qquad D=\frac{\sqrt{32}}{\mu^5}=0.74494 .
\end{equation}
Thus $f=2\omega D^2=0.41620$ and $g=(1+y)^{-6}$ with $y=4q^2/9$. From
\begin{equation}
\frac1{y(1+y)^6}=\frac1y-\sum_{j=1}^6\frac1{(1+y)^j}
\end{equation}
the integral from a small $y_0$ is $-\ln y_0-(1+\frac12+\frac13+\frac14+\frac15)$. Hence $\ln q_0^2=\ln\frac94-\frac{137}{60}$ and $q_0=0.4789$.

At $1$ MeV, $\beta=0.941079$, $\gamma=2.9570$ and $\omega/v=2.9078\times10^{-3}$. The two parts of the bracket are
\begin{align}
2\ln\frac{0.4789}{2.9078\times10^{-3}}&=10.208,\\
\ln(2.9570^2)-0.941079^2&=2.1683-0.8856=1.283 .
\end{align}
The prefactor is $4.193\times10^{-4}$ bohr$^2$, so $\sigma=4.193\times10^{-4}\times11.491=4.818\times10^{-3}$ bohr$^2$, or $1.349\times10^{-19}$ cm$^2$. These values are for a fixed nucleus; the finite proton mass raises them by $0.12$ percent, to $4.824\times10^{-3}$ bohr$^2$ or $1.351\times10^{-19}$ cm$^2$. The other energies follow in the same way:
\begin{center}
\begin{tabular}{rcccc}
energy & Coulomb & transverse & \multicolumn{2}{c}{$\sigma$ ($10^{-3}$ bohr$^2$)}\\
(MeV) & bracket & bracket & Coulomb only & total\\
0.1 & 9.128 & 0.057 & 11.278 & 11.348\\
1 & 10.208 & 1.283 & 4.280 & 4.818\\
10 & 10.327 & 5.050 & 3.844 & 5.724\\
100 & 10.330 & 9.563 & 3.836 & 7.387
\end{tabular}
\end{center}
From 1 to 100 MeV the Coulomb cross section falls by about 10 percent, while the total grows by 53 percent. At 100 MeV, 92.8 percent of the transverse bracket comes from $k<\omega/v$, in line with the deficit $\ln2/9.563=7.2$ percent. The minimum lies at $\gamma=3.577$, or $1.317$ MeV. Condition (\ref{min}) agrees: $\gamma^2=12.80$, and $\Lambda+\ln(\beta^2\gamma^2)=10.33+2.47=12.80$.

The numerical output also lists a Born integration that keeps the Dirac spinors, exact projectile kinematics and the full $q$ dependence of $F$ and of the orbital current. Relative to the formula, its transverse bracket differs by about $0.1$ percent at $0.1$ MeV and less at the higher energies. Its Coulomb bracket differs by about $10^{-4}$ or less in absolute value.

\section{Where the formula stops}

The target current above omits the spin term $i\boldsymbol\sigma\times\mathbf q/2$. Its cross term with the orbital amplitude vanishes on averaging over spin. For a one-electron atom it adds $-\mathbf v_T\cdot(i\boldsymbol\sigma\times\mathbf q/2)F/(c^2\Delta)$ to $\mathcal A$. The square of this, summed over final spin, is $v^2k^2\overline{|F|^2}/(4c^4\Delta^2)$, which for $k\gg\omega/v$ is $D^2\beta^2g/(4c^2)$. It therefore adds about $(\beta^2/4c^2)\int_0^\infty g\,dq^2$ to the bracket. For this transition the integral is $\frac94\cdot\frac15=0.45$, which gives $6\times10^{-6}$ at $\beta=1$. This is not the largest relativistic correction of the target: Dirac orbitals change $D^2$ for this transition by a relative $-4\times10^{-5}$, equivalent to about $4\times10^{-4}$ in the bracket at $1$ MeV. In heavy atoms inner electrons are themselves relativistic, and a nonrelativistic target no longer suffices.

Ionization with large momentum transfer also lies outside the derivation. At $q$ comparable to $c$ the ejected electron is relativistic. When $q$ approaches $p_i$, the projectile elements are no longer $1$ and $\mathbf v$, and exchange between the two outgoing electrons matters.

Finally, the derivation assumes an isolated atom. At 100 MeV the reach $\gamma v/\omega$ is about $7\times10^4$ bohr. In a medium the polarisation of the other atoms can weaken the field on which the growing logarithm depends. Roughly, this sets in when the reach exceeds $c/\omega_p$, with $\omega_p=\sqrt{4\pi n}$ the plasma frequency of the electron density $n$, that is for $\gamma\gtrsim\omega/\omega_p$: about $50$ for $n=2.7\times10^{19}$ cm$^{-3}$ and of order $1$ for $n=4\times10^{22}$ cm$^{-3}$. How far the rise continues then depends on the density: in a dilute gas it persists to higher $\gamma$ than in a dense medium.

\section*{Values computed for the example and the checks}
\begin{verbatim}
c = 137.0360 a.u.; excitation energy w = 0.3750 hartree
dipole element D = 0.74494 bohr; oscillator strength f = 0.41620
form-factor constant q0 = 0.4789 a.u.
-- kinetic energy 0.1 MeV: beta = 0.548221, gamma = 1.1957
   w/v = 4.9916e-03 a.u., w/(gamma v) = 4.1747e-03 a.u.
   prefactor 2 pi f/(v^2 w) = 1.23557e-03 bohr^2
   Coulomb bracket: formula 9.1276, Born integral 9.1275
   transverse bracket: formula 0.05691, Born integral 0.05686
   sigma: Coulomb only 1.12778e-02, total 1.13481e-02 bohr^2
   total sigma = 3.1778e-19 cm^2; transverse share 0.62 percent
-- kinetic energy 1 MeV: beta = 0.941079, gamma = 2.9570
   w/v = 2.9078e-03 a.u., w/(gamma v) = 9.8339e-04 a.u.
   prefactor 2 pi f/(v^2 w) = 4.19301e-04 bohr^2
   Coulomb bracket: formula 10.2083, Born integral 10.2082
   transverse bracket: formula 1.28269, Born integral 1.28252
   sigma: Coulomb only 4.28034e-03, total 4.81817e-03 bohr^2
   total sigma = 1.3492e-19 cm^2; transverse share 11.16 percent
-- kinetic energy 10 MeV: beta = 0.998818, gamma = 20.5695
   w/v = 2.7397e-03 a.u., w/(gamma v) = 1.3319e-04 a.u.
   prefactor 2 pi f/(v^2 w) = 3.72225e-04 bohr^2
   Coulomb bracket: formula 10.3274, Born integral 10.3274
   transverse bracket: formula 5.04998, Born integral 5.04976
   sigma: Coulomb only 3.84411e-03, total 5.72384e-03 bohr^2
   total sigma = 1.6028e-19 cm^2; transverse share 32.84 percent
-- kinetic energy 100 MeV: beta = 0.999987, gamma = 196.6951
   w/v = 2.7365e-03 a.u., w/(gamma v) = 1.3913e-05 a.u.
   prefactor 2 pi f/(v^2 w) = 3.71355e-04 bohr^2
   Coulomb bracket: formula 10.3297, Born integral 10.3297
   transverse bracket: formula 9.56334, Born integral 9.56305
   sigma: Coulomb only 3.83599e-03, total 7.38738e-03 bohr^2
   total sigma = 2.0687e-19 cm^2; transverse share 48.07 percent
100 MeV: part of transverse bracket from k < w/v: 92.8 percent
minimum of sigma: gamma = 3.577, kinetic energy = 1.317 MeV, sigma = 4.78382e-03 bohr^2
moving-charge field, gamma = 1.5: gain in bracket 0.25538, ln(gamma^2)-beta^2 = 0.25537
moving-charge field, gamma = 3: gain in bracket 1.30834, ln(gamma^2)-beta^2 = 1.30834
moving-charge field, gamma = 20: gain in bracket 4.99397, ln(gamma^2)-beta^2 = 4.99396
neglected target-spin term in bracket (beta = 1): 5.99e-06
\end{verbatim}
